# Dopant density from the capacitance of a depleted organic layer, part 2

A doped organic hole-transport layer fills $0<x<L$, between a hole-repelling metal at $x=0$ and an ohmic contact at $x=L$. The task is to find its acceptor density $N$ from the slope of $1/C^2$ against bias $V$ (positive forward), and to see where this fails. Charges and capacitances are per unit area.

The potential $\phi$ is zero in the neutral interior and $\phi_s=V_{bi}-V$ at the metal, where $V_{bi}$ is the built-in potential; flat band is $\phi_s=0$. Here $q$ is the elementary charge, $\varepsilon=\varepsilon_r\varepsilon_0$ the permittivity, $\mu$ the hole mobility, $V_T=kT/q$ and $u=\phi/V_T$. The hole density is $p=p_0e^{-u}$, with $p_0=f_0N$ and $f_0$ the ionized fraction in the interior. Neutral and ionized acceptors, of densities $N^0$ and $N^-$, obey

$$\frac{pN^-}{N^0}=K,\qquad K=N_{site}\,e^{-G/kT}, \tag{A3}$$

where $N_{site}$ is the site density and $G$ the binding free energy. The net negative charge density is $qNs$, with $s=1/(1+re^{-u})-f_0e^{-u}$ and $r=1/f_0-1$. Subscript $s$ marks values at the metal. Poisson's equation gives

$$\tfrac12\phi'^2=\frac{qN}{\varepsilon}\,I(\phi),\qquad I(\phi)=\int_0^{\phi}s(\phi_1)\,d\phi_1. \tag{A8}$$

The quasi-static capacitance, with holes and acceptors in equilibrium throughout, obeys

$$\frac1{C^2}=\frac{2I}{\varepsilon qNs_s^2}\;\longrightarrow\;\frac{2(V_{bi}-V-\Delta)}{q\varepsilon N},\qquad I=\int_0^{\phi_s}s\,d\phi,\qquad \Delta=V_T(f_0-\ln f_0). \tag{B1}$$

The arrow applies once $e^{-u_s}$ and $re^{-u_s}$ are small. Near flat band $1/C^2$ lies above this line by the fraction

$$\eta\simeq(r+f_0)\,e^{-u_s}\left[2+\frac{V_T}{\phi_s-\Delta}\right]. \tag{A14}$$

The depletion width is $W=\varepsilon/C$, and the metal charge on the line is $qNW$.

The example has $\varepsilon_r=3.0$, $N=2.0\times10^{17}\ \mathrm{cm^{-3}}$, $N_{site}=10^{21}\ \mathrm{cm^{-3}}$, $G=0.30$ eV, $V_{bi}=0.80$ V, $L=250$ nm, $T=300$ K and $V_T=25.85$ mV. These give $f_0=0.192$, $p_0=3.84\times10^{16}\ \mathrm{cm^{-3}}$, $\Delta=47.6$ mV, and $W=35.3$ nm at 0 V and 67.6 nm at $-2$ V. The "grid solution" is a numerical solution of the nonlinear Poisson equation, used as a check.

### B.3 Near flat band

At $\phi_s=0.10$ V, $u_s=3.87$ and $r=4.21$. Then $s_s=0.915$, so $1/s_s^2=1.19$. The integral $I$ is 54.7 mV, against 52.4 mV for $\phi_s-\Delta$, a ratio of 1.04. The product of the two factors is 1.25. The grid solution gives 1.246 for the ratio of $1/C^2$ to the straight line, and it agrees with the full expression in (B1) within the tolerance of 0.3%.

At $\phi_s=0.20$ V the first-order estimate (A14) has fallen to 0.4%. The forward current sets a stricter limit. It gives the contact a conductance $g$ per area in parallel with $C$, and the series resistance $R$ of section B.5 then divides the low-frequency reading of $C$ by $(1+Rg)^2$. If drift and diffusion through the depleted region limit the current, the mobility cancels from $Rg$. With the barrier taken as $q\phi_s$, this lumped estimate makes $1/C^2$ read about 26% high at $\phi_s=0.20$ V and 0.7% high at 0.30 V. With current and charge distributed through the layer, the figures are about 34% and 1%. The image force of section B.7 lowers the barrier by about 0.1 eV at these fields and raises the current. With it included, $1/C^2$ reads about 12% high at 0.30 V, 2.4% high at 0.35 V and about 0.5% high at 0.40 V. In this example, then, the fit should stop about 0.4 V short of flat band, that is, near $V=+0.4$ V.

### B.4 When the acceptors do not all ionize or do not keep up

Suppose that the immobile charge density in the depleted region is $-qaN$ with $a<1$, for instance because some dopants never ionize. Then $s\to a$ and $I\to a\phi_s-c$, where $c$ does not depend on bias. Equation (B1) becomes

$$\frac1{C^2}=\frac{2(a\phi_s-c)}{\varepsilon qNa^2},\qquad \left|\frac{d}{dV}\frac1{C^2}\right|=\frac{2}{q\varepsilon\,aN}. \tag{B3}$$

The slope gives the density $aN$ of ionized acceptors. The statement that it gives the dopant density therefore rests on full ionization in the depleted region.

**Frozen during the sweep.** Suppose that the sweep starts from flat band, where the ions have the density $f_0N$ everywhere, and that ionization is too slow to change this during the sweep. Then $a=f_0$ and the slope gives $f_0N=p_0$. The grid solution with frozen ions, in a layer thickened to 400 nm to keep a wide neutral region, gave $3.84\times10^{16}\ \mathrm{cm^{-3}}$. The same sample can thus yield either density, depending on the speed of the sweep relative to ionization and on the bias at which the sweep starts.

**Frozen during the measuring signal.** An intermediate case arises when the acceptors follow the slow sweep but not the small alternating signal. The static profile is then unchanged, but holes alone respond. From $p=p_0e^{-\phi/V_T}$, $\delta p=-p\,\delta\phi/V_T$, and Poisson's equation gives

$$\delta\phi''=\frac{q\,p(x)}{\varepsilon V_T}\,\delta\phi. \tag{B4}$$

Near the metal $p$ is negligible and $\delta\phi$ is a straight line. Let this line extrapolate to zero at $x=W+\delta$. The capacitance is then $C_{ac}=-\varepsilon\,\delta\phi'(0)/\delta\phi(0)=\varepsilon/(W+\delta)$.

The length $\delta$ does not depend on bias. By (A8), $\phi'$ is a function of $\phi$ alone, so the static profiles at different biases are one and the same curve shifted along $x$. The decaying solution of (B4) shifts with it, as does its extrapolated zero. The width $W$ shifts by the same amount, because $W$ is the extrapolated zero of the quasi-static response. The difference $\delta$ is therefore constant.

The grid solution gives $C_{ac}/C=0.7537$ at 0 V and 0.8541 at $-2$ V. Since $C_{ac}/C=W/(W+\delta)$,

$$\delta=\frac{35.32}{0.7537}-35.32=11.5\ \mathrm{nm},\qquad \delta=\frac{67.55}{0.8541}-67.55=11.5\ \mathrm{nm},$$

in agreement with the argument.

To find the effect on the slope, use $W^2=2\varepsilon(\phi_s-\Delta)/(qN)$, which gives $dW/d\phi_s=\varepsilon/(qNW)$. Then

$$\frac{d}{d\phi_s}\frac{1}{C_{ac}^2}=\frac{2(W+\delta)}{\varepsilon^2}\,\frac{\varepsilon}{qNW}=\frac{2}{q\varepsilon N}\left(1+\frac{\delta}{W}\right). \tag{B5}$$

The apparent density is $N/(1+\delta/W)$. It rises from $1.51\times10^{17}$ to $1.71\times10^{17}\ \mathrm{cm^{-3}}$ as the bias goes from 0 to $-2$ V, although the doping is uniform. A single line fitted over this range gives $1.64\times10^{17}\ \mathrm{cm^{-3}}$, 18% below the true density. A larger reverse bias reduces the error, since $\delta/W$ falls.

Whether ionization is slow enough for either frozen case depends on how fast an ion captures a free hole. If only the drift of the hole toward the ion limits capture, the rate constant is $q\mu/\varepsilon$ (Langevin's law), and by (A3) a neutral acceptor dissociates at the rate $q\mu K/\varepsilon$. With the rough mobility of section B.5 this is $5.5\times10^5\ \mathrm{s^{-1}}$, or 88 kHz after division by $2\pi$. That lies above the series-resistance corner found there, and both scale with the mobility. In this example, then, the frozen cases require capture much slower than Langevin's law.

### B.5 Series resistance

The undepleted part of the layer is a resistor in series with the depletion capacitance. Per unit area,

$$R=\frac{L-W}{q\mu p_0}.$$

The admittance of the pair at angular frequency $\omega$ is

$$Y=\frac{i\omega C}{1+i\omega RC}=\frac{i\omega C+\omega^2RC^2}{1+(\omega RC)^2}.$$

An instrument that reads a parallel capacitance reports the imaginary part divided by $\omega$, namely $C/[1+(\nu/\nu_c)^2]$, where $\nu=\omega/2\pi$ and $\nu_c=1/(2\pi RC)$. With a rough mobility of $10^{-4}\ \mathrm{cm^2/Vs}$, $\nu_c$ is about 60 kHz at zero bias. At a tenth of this frequency the formula makes the reading of $C$ 1% low and $1/C^2$ 2% high. The circuit omits the capacitance of the undepleted part and treats the depletion edge as sharp. With charge and current distributed through the layer, the figures are about 1.3% and 2.6%. The corner scales with the mobility, so a layer with a hundredth of this mobility would need a frequency a hundred times lower.

### B.6 Temperature and disorder

At 350 K, with $G$, $V_{bi}$ and $\varepsilon$ held fixed, the ionized fraction doubles to 0.384. The density from the slope stays at $2.00\times10^{17}\ \mathrm{cm^{-3}}$. The offset falls from 47.63 to 40.45 mV, even though $kT/q$ has grown, because the drop in $-\ln f_0$ outweighs it.

The hole levels of an amorphous solid are spread in energy, and the simple exponential law for $p$ then needs correction. The form of $s$ matters little to the slope. For any law in which $s$ reaches 1 within a finite range of potential, $I=\phi_s-\int(1-s)\,d\phi$, and the last integral no longer changes with bias. For a Gaussian spread of 0.10 eV in the free-hole levels alone, at the same $p_0$ and $f_0$, the offset becomes 48.1 mV, a change of half a millivolt.

A spread in the binding energies matters more. If it is Gaussian with a width of 0.10 eV, at the same $f_0$, the offset rises to about 0.11 V, and 17% of the acceptors are still neutral where $\phi=0.20$ V. The fit must then stop further from flat band.

### B.7 Field, contact and thickness

The field at the metal is $F=qNW/\varepsilon$, which is 0.815 MV/cm at $-2$ V. If breakdown is taken at a rough 2 MV/cm, solving $\varepsilon F^2/(2qN)=\phi_s-\Delta$ puts the limit near $-16$ V. The depleted region would fill the layer near $-37$ V, so for these parameters the field sets the limit first.

The barrier for holes entering from the metal is $qV_{bi}+kT\ln(N_{site}/p_0)=1.06$ eV. The image force lowers it. A hole at distance $x$ has the energy $-q^2/(16\pi\varepsilon x)-qFx$ relative to the barrier. At the maximum the two terms are equal, and their sum is $-\sqrt{q^3F/(4\pi\varepsilon)}$, or $-0.20$ eV at $-2$ V. The hole density that the metal then sustains at the contact is about $10^{-11}N$, which is negligible as charge.

For tunnelling through the triangular barrier of height $B$ that remains, the exponent for a free-electron mass $m$ is

$$\frac{2}{\hbar}\int_0^{B/qF}\!\sqrt{2m(B-qFx)}\,dx=\frac{4\sqrt{2m}\,B^{3/2}}{3\hbar qF}\approx67 .$$

A triangle of the lowered height is narrower than the actual barrier, so this is an underestimate. The same integral over the actual profile, with band bending and image term, gives about 95. Transport in these solids is by hopping, so either number shows no more than that direct tunnelling is remote. Leakage through defects is not covered, and the conductance of a real contact has to be measured.

### B.8 Discrete dopants and real layers

The mean dopant spacing $N^{-1/3}$ is 17 nm. The depleted region is thus about two spacings deep at 0 V and four at $-2$ V. The Coulomb energy of two charges at that spacing is 28 meV, close to $kT$. The smooth charge density of the model is therefore marginal at the depletion edge.

Within the fully depleted part it is safer. Poisson's equation is linear in the charge, so the potential averaged over a large contact follows from the averaged charge density $-qN$, wherever the individual ions sit. If the averaged edge keeps its shape as it moves, discreteness alters the offset and not the slope. Whether the shape is kept at a depth of two spacings was not calculated.

The example has one acceptor per 5000 sites, which is light doping. Consider instead one acceptor per hundred sites. At this density of $10^{19}\ \mathrm{cm^{-3}}$, with $\phi_s-\Delta$ held at its zero-bias value, $W$ would shrink by $\sqrt{50}$ to 5 nm, about one dopant spacing. The field at the metal would rise by the same factor, from 0.43 to 3 MV/cm. The model does not apply there, and the method suits lightly doped layers. In those, the speed of ionization has to be checked. If the acceptors follow the sweep but not the measuring signal, the fitted density in this example is 18% too low. If they do not follow the sweep either, and the sweep starts from flat band, the slope gives the free-hole density, about a fifth of $N$. A frozen sweep from equilibrium at $-2$ V back to 0 V gives a curved plot instead, because the ions already formed stay in place. The numerical output below lists the main values.

## Values computed for the example and the checks

```
relative permittivity: 3.0
acceptor density N: 2.000e+17 cm^-3
site density: 1.0e+21 cm^-3
binding free energy: 0.30 eV
built-in potential: 0.80 V
layer thickness: 250 nm
temperature: 300 K; kT/q: 25.85 mV
bulk ionized fraction f0: 0.1920
bulk hole density: 3.840e+16 cm^-3
offset, formula: 47.63 mV
V (V) | C (nF/cm^2) | 1/C^2 grid, formula (1e14 cm^4/F^2) | W (nm)
-2.00 | 39.322 | 6.4674, 6.4674 | 67.55
-1.50 | 43.468 | 5.2925, 5.2925 | 61.11
-1.00 | 49.281 | 4.1176, 4.1176 | 53.90
-0.50 | 58.294 | 2.9428, 2.9428 | 45.57
 0.00 | 75.210 | 1.7679, 1.7679 | 35.32
slope, formula: -2.3497 1e14 cm^4/(F^2 V)
slope, grid fit: -2.3497 1e14 cm^4/(F^2 V)
density from slope: 2.0000e+17 cm^-3
voltage intercept, fit: 0.7524 V
voltage intercept, formula: 0.7524 V
ionized fraction at W/2, -2 V: 1.000000
ionized fraction at W, -2 V: 0.4545
full ionization: density 2.0000e+17 cm^-3
full ionization: intercept 0.7741 V
at 350 K: f0 0.3840, offset 40.45 mV
at 350 K: density from slope 2.0000e+17 cm^-3
ions frozen in sweep: density 3.8400e+16 cm^-3
ions frozen in ac only: density 1.6373e+17 cm^-3
ac-frozen C / static C at 0 V: 0.7537
ac-frozen C / static C at -2 V: 0.8541
near flat band, bending: 0.10 V
  1/C^2 grid / full formula: 1.0000
  1/C^2 grid / straight line: 1.2461
Gaussian disorder width: 0.10 eV
offset with Gaussian disorder: 48.11 mV
contact field at -2 V: 0.815 MV/cm
rough breakdown field: 2.0 MV/cm
bias at that field: -15.8 V
bias for full depletion: -36.9 V
hole barrier at contact: 1.063 eV
image-force lowering at -2 V: 0.198 eV
contact holes / N, lowered barrier: 1.5e-11
tunnelling exponent, free mass: 67
rough hole mobility: 1e-04 cm^2/Vs
series-resistance corner at 0 V: 60.6 kHz
mean dopant spacing: 17.1 nm
Coulomb energy at that spacing: 28.1 meV
```
